# Mean Completion Time of Reversible Adduct Rearrangement Followed by Ligand Loss

## The cost of going back

A precursor molecule has landed on a surface site and formed an adduct. It must rearrange before it can lose a ligand, and the rearrangement can be undone. If one adds the mean waits of the two forward steps, $1/k_1+1/k_2$, the backward step is left out. For the rates worked out below, that sum is 37 µs, while the true mean is 431 µs. A reaction time estimated from the short figure would be wrong by a factor of about twelve, although both forward rates were right. What is missing is the time spent repeating the first step.

## Model and assumptions

The site passes through three states,

$$A \;\underset{k_{-1}}{\overset{k_1}{\rightleftharpoons}}\; B \;\xrightarrow{\,k_2\,}\; C. \tag{1}$$

Here $A$ is the initial adduct, $B$ the rearranged adduct, and $C$ the state after the first ligand has left. The completion time $T$ runs from the moment the site is in $A$ to its first arrival in $C$. We take $k_1,k_2>0$ and $k_{-1}\ge 0$, and assume:

- the rates are constant, and a jump depends on the present state alone, which requires an adduct that has shed its heat of adsorption;
- sites do not influence one another;
- neither $A$ nor $B$ desorbs (desorption from $A$ is restored later).

The claim is

$$\langle T\rangle=\frac1{k_1}+\frac1{k_2}+\frac{k_{-1}}{k_1k_2}. \tag{2}$$

## Waits and returns

If a state is left at constant rate $k$, the probability of still being there after a time $t$ is $e^{-kt}$. The density of departure times is $ke^{-kt}$, and the mean wait, after integration by parts, is

$$\int_0^\infty t\,k e^{-kt}\,dt=\int_0^\infty e^{-kt}\,dt=\frac1k. \tag{3}$$

From $B$ there are two exits. Neither has been taken by time $t$ with probability $e^{-k_{-1}t}e^{-k_2t}$, so the total exit rate is $k_{-1}+k_2$ and a visit to $B$ lasts $1/(k_{-1}+k_2)$ on average. The probability that the visit ends by a return to $A$ is

$$q=\int_0^\infty k_{-1}e^{-(k_{-1}+k_2)t}\,dt=\frac{k_{-1}}{k_{-1}+k_2},\qquad 1-q=\frac{k_2}{k_{-1}+k_2}. \tag{4}$$

Since $k_2>0$, $q<1$. At least $n$ returns occur with probability $q^n$, and the mean of a counting number is the sum of these probabilities over $n\ge1$:

$$\langle N\rangle=\sum_{n=1}^{\infty}q^n=\frac{q}{1-q}=\frac{k_{-1}}{k_2}. \tag{5}$$

The mean number of visits to each state is therefore finite. Each visit has a finite mean length that does not depend on how many visits came before, so $\langle T\rangle$ is finite too. This matters because the next step subtracts a multiple of $\langle T\rangle$ from both sides of an equation.

## Solution by the first jump

Let $\tau_A$ and $\tau_B$ be the mean times to reach $C$ from $A$ and from $B$. From $A$ the site waits $1/k_1$ on average and is then in $B$. From $B$ it waits $1/(k_{-1}+k_2)$, and with probability $q$ it must start again from $A$, with no memory of the past:

$$\tau_A=\frac1{k_1}+\tau_B,\qquad \tau_B=\frac1{k_{-1}+k_2}+q\,\tau_A. \tag{6}$$

Insert the second equation into the first and collect $\tau_A$ on the left:

$$(1-q)\,\tau_A=\frac1{k_1}+\frac1{k_{-1}+k_2}. \tag{7}$$

By (4), dividing by $1-q$ means multiplying by $(k_{-1}+k_2)/k_2$:

$$\tau_A=\frac{k_{-1}+k_2}{k_1k_2}+\frac1{k_2}
=\frac{k_{-1}}{k_1k_2}+\frac1{k_1}+\frac1{k_2}. \tag{8}$$

This is (2). The third term is $\langle N\rangle$ from (5) times $1/k_1$: each return costs one more wait in $A$.

It may seem that the repeated visits to $B$ should add a term as well. They do not. There are $1+k_{-1}/k_2=(k_{-1}+k_2)/k_2$ visits to $B$ on average, each lasting $1/(k_{-1}+k_2)$, so the mean total times in the two states are

$$t_B=\frac1{k_2},\qquad t_A=\frac1{k_1}\left(1+\frac{k_{-1}}{k_2}\right)=\frac{k_{-1}+k_2}{k_1k_2}. \tag{9}$$

A larger $k_{-1}$ makes the visits to $B$ more numerous and shorter in the same proportion.

The starting state matters. A site prepared in $B$ needs $\tau_B=\tau_A-1/k_1=1/k_2+k_{-1}/(k_1k_2)$, which still contains the cost of returns.

Several limits follow from (2):

- For $k_{-1}=0$ the two forward waits add.
- For $k_2\to\infty$ at fixed $k_1,k_{-1}$, the first visit to $B$ succeeds and $\langle T\rangle\to1/k_1$.
- For $k_1,k_{-1}\to\infty$ at fixed ratio $K=k_1/k_{-1}$, $\langle T\rangle\to(1+1/K)/k_2$. A fast rearrangement does not remove the delay if the equilibrium favours $A$.
- For $k_2\to0$ the mean diverges.

## The distribution of completion times

The mean does not say when nearly all sites are finished. For that we need the probabilities $p_A(t)$ and $p_B(t)$, which obey

$$\dot p_A=-k_1p_A+k_{-1}p_B,\qquad \dot p_B=k_1p_A-(k_{-1}+k_2)p_B, \tag{10}$$

with $p_A(0)=1$ and $p_B(0)=0$. The unfinished fraction is $S=p_A+p_B$. Adding the two equations gives $\dot S=-k_2p_B$, so $S(0)=1$ and $\dot S(0)=0$: no site can finish before it has reached $B$.

Solutions proportional to $e^{-\lambda t}$ exist if $(k_1-\lambda)(k_{-1}+k_2-\lambda)-k_1k_{-1}=0$, that is,

$$\lambda^2-(k_1+k_{-1}+k_2)\lambda+k_1k_2=0. \tag{11}$$

The sum and product of the roots can be read off:

$$\lambda_1+\lambda_2=k_1+k_{-1}+k_2,\qquad \lambda_1\lambda_2=k_1k_2. \tag{12}$$

The discriminant equals $(k_1-k_{-1}-k_2)^2+4k_1k_{-1}\ge0$, so the roots are real. By (12) they are positive. They coincide if and only if $k_{-1}=0$ and $k_1=k_2$; that case follows as a limit, and (8) covers its mean directly.

For distinct roots write $S=c_1e^{-\lambda_1t}+c_2e^{-\lambda_2t}$. The initial values require $c_1+c_2=1$ and $\lambda_1c_1+\lambda_2c_2=0$, hence $c_1=\lambda_2/(\lambda_2-\lambda_1)$ and $c_2=-\lambda_1/(\lambda_2-\lambda_1)$:

$$S(t)=\frac{\lambda_2e^{-\lambda_1t}-\lambda_1e^{-\lambda_2t}}{\lambda_2-\lambda_1}. \tag{13}$$

The density of $T$ is $-\dot S$. Integrating by parts, with $tS\to0$ at late times,

$$\langle T\rangle=\int_0^\infty S\,dt
=\frac{\lambda_2/\lambda_1-\lambda_1/\lambda_2}{\lambda_2-\lambda_1}
=\frac{\lambda_2^2-\lambda_1^2}{\lambda_1\lambda_2(\lambda_2-\lambda_1)}
=\frac{\lambda_1+\lambda_2}{\lambda_1\lambda_2}. \tag{14}$$

With (12) this is $(k_1+k_{-1}+k_2)/(k_1k_2)$, which is (2) again.

The second moment follows in the same way, using $\int_0^\infty te^{-\lambda t}dt=1/\lambda^2$:

$$\langle T^2\rangle=2\int_0^\infty tS\,dt
=\frac{2(\lambda_2^3-\lambda_1^3)}{\lambda_1^2\lambda_2^2(\lambda_2-\lambda_1)}
=\frac{2(\lambda_1^2+\lambda_1\lambda_2+\lambda_2^2)}{(\lambda_1\lambda_2)^2}. \tag{15}$$

The last numerator is $2[(\lambda_1+\lambda_2)^2-\lambda_1\lambda_2]$, so $\langle T^2\rangle=2\langle T\rangle^2-2/(k_1k_2)$ and

$$\operatorname{Var}T=\langle T\rangle^2-\frac{2}{k_1k_2}. \tag{16}$$

The standard deviation is thus smaller than the mean, but it comes close to it when $k_1k_2\langle T\rangle^2\gg2$.

## What two common approximations omit

The steady-state approximation sets $\dot p_B=0$ in (10), so that $p_B=k_1p_A/(k_{-1}+k_2)$. If the small population of $B$ is then neglected in $S$, sites finish at the rate $k_1k_2/(k_{-1}+k_2)$. The corresponding mean is $t_A$ of (9), which lacks the term $1/k_2$.

The pre-equilibrium approximation sets $p_B/p_A=k_1/k_{-1}$, so that $p_B=Sk_1/(k_1+k_{-1})$. The rate is $k_1k_2/(k_1+k_{-1})$, and the mean is

$$\frac{k_1+k_{-1}}{k_1k_2}=\frac1{k_2}+\frac{k_{-1}}{k_1k_2}, \tag{17}$$

which lacks $1/k_1$, the first wait in $A$. In these forms both approximations give too short a mean, and (2) shows by how much. The steady-state shortfall comes from neglecting $p_B$ in $S$: if it is kept, the rate is $k_1k_2/(k_1+k_{-1}+k_2)$ and the mean equals (2).

## A worked case at 473 K

Take rough parameters in the regime of trimethylaluminium on hydroxylated alumina, where the ligand leaves as methane. The barriers are $E_1=0.70$ eV for rearrangement, $E_{-1}=0.60$ eV for return and $E_2=0.80$ eV for methane loss. They are model inputs, neither computed nor measured here. Transition-state theory, with barriers understood as free energies and a transmission factor of one, gives

$$k=\frac{k_BT_s}{h}\,e^{-E/k_BT_s}, \tag{18}$$

where $T_s$ is the surface temperature. At 473 K, $k_BT_s=0.04076$ eV and $k_BT_s/h=9.856\times10^{12}$ s⁻¹. Hence

$$k_1=9.856\times10^{12}\,e^{-0.70/0.04076}\ \text{s}^{-1}=3.43\times10^5\ \text{s}^{-1},$$

and likewise $k_{-1}=3.99\times10^6$ s⁻¹ and $k_2=2.95\times10^4$ s⁻¹. The terms of (2), in the order written there, are

$$\langle T\rangle=(2.9+33.9+394.2)\ \text{µs}=431\ \text{µs}=0.431\ \text{ms}. \tag{19}$$

The digits serve to follow the arithmetic; barriers this rough do not even fix the order of magnitude, since errors of 0.1 eV in all three allow means from about 3 µs to 0.6 s. Direct numerical integration of (10) also gives 431.04 µs. A separate test drew 200,000 random histories with $k_1,k_{-1},k_2=2,3,1$ s⁻¹, letting the two exits from $B$ compete. It gave a mean of $3.006\pm0.006$ s, where (2) gives 3 s.

A visit to $B$ ends in a return with probability 0.993, and there are 135 returns on average. The site spends 397 µs in $A$ and 34 µs in $B$. The steady-state mean is 7.9 % too short and the pre-equilibrium mean 0.7 % too short, both relative to (19).

The standard deviation is 431 µs, equal to the mean at this precision. The reason lies in (12): the sum of the roots is far larger than the slow root, so $\lambda_2\approx\lambda_1+\lambda_2$ and $\lambda_1\approx1/\langle T\rangle$. After a short initial delay $S$ is nearly a single exponential. At the mean time 37 % of the sites are still unfinished, and 99 % completion takes 1.98 ms, about 4.6 times the mean.

## Temperature dependence

Let $\beta=1/k_BT_s$ and hold the barriers fixed. By (18), $1/k=h\beta e^{\beta E}$. In the third term of (2) two such factors are divided by one, which leaves $h\beta e^{\beta(E_1+E_2-E_{-1})}$. Each term therefore has the form $h\beta e^{\beta E_i}$, and its derivative with respect to $\beta$ is $(1/\beta+E_i)$ times the term itself. Summing and dividing by $\langle T\rangle$,

$$\frac{d\ln\langle T\rangle}{d\beta}=k_BT_s+w_1E_1+w_2E_2+w_3(E_1+E_2-E_{-1}), \tag{20}$$

where $w_1,w_2,w_3$ are the fractional shares of the three terms of (2). The combination $E_1+E_2-E_{-1}=0.90$ eV is the height of the ligand-loss transition state above $A$, because $B$ lies $E_1-E_{-1}=0.10$ eV above $A$. With shares 0.007, 0.079 and 0.915,

$$0.041+0.005+0.063+0.823\approx0.93\ \text{eV}.$$

In this model an Arrhenius plot of the completion time would thus show neither $E_1$ nor $E_2$. Since the barriers are free energies, holding them fixed assumes zero activation entropy. An entropy of $\pm3k_B$ for the loss step, with the same free energy at 473 K, leaves the mean unchanged but moves the slope to 1.05 or 0.81 eV, and the temperature-dependent tunnelling factor (26) lowers it to 0.87 eV. With fixed barriers and no tunnelling, the mean is 6.4 ms at 423 K and 48 µs at 523 K; the entropies $+3k_B$ and $-3k_B$ change these to 9.1 ms and 37 µs, or 4.5 ms and 64 µs.

## When the adduct can desorb

Let $A$ also desorb at rate $k_d$. Some adducts then never complete, and (2) must be replaced by two statements: how many complete, and how long those take.

Let $P_A$ and $P_B$ be the completion probabilities from $A$ and $B$. Conditioning on the next jump,

$$P_A=\frac{k_1}{k_1+k_d}P_B,\qquad P_B=\frac{k_2+k_{-1}P_A}{k_{-1}+k_2}. \tag{21}$$

Eliminating $P_B$ gives $(k_1+k_d)(k_{-1}+k_2)P_A=k_1k_2+k_1k_{-1}P_A$. The term $k_1k_{-1}P_A$ cancels against part of the left side, leaving

$$P_A=\frac{k_1k_2}{k_1k_2+k_d(k_{-1}+k_2)}=\frac1{1+k_dt_A}, \tag{22}$$

with $t_A$ from (9), the time in $A$ without desorption. What counts is the total exposure $t_A$, including all returns, and not the single wait $1/k_1$.

For the time, replace $-k_1p_A$ by $-(k_1+k_d)p_A$ in the first equation of (10). The new decay rates $\mu_1,\mu_2$ satisfy

$$\mu_1+\mu_2=k_1+k_{-1}+k_2+k_d,\qquad \mu_1\mu_2=k_1k_2+k_d(k_{-1}+k_2). \tag{23}$$

Because $p_B(0)=0$, $p_B$ is proportional to $e^{-\mu_1t}-e^{-\mu_2t}$, and so is the flow $k_2p_B$ into $C$. The mean time of the completing sites is the ratio of its first moment to its integral:

$$\langle T\rangle_{\rm c}=\frac{1/\mu_1^2-1/\mu_2^2}{1/\mu_1-1/\mu_2}=\frac1{\mu_1}+\frac1{\mu_2}=\frac{k_1+k_{-1}+k_2+k_d}{k_1k_2+k_d(k_{-1}+k_2)}. \tag{24}$$

For $k_d=0$ this returns (2).

Take $k_d=\nu e^{-E_d/k_BT_s}$ with rough values $\nu=10^{16}$ s⁻¹ and $E_d=1.40$ eV. Then $k_d=12.1$ s⁻¹ and $k_dt_A=12.1\times3.97\times10^{-4}=0.0048$. About 0.5 % of the adducts are lost, and the survivors take 429 µs. Half are lost when $k_dt_A=1$, that is, at

$$E_d=k_BT_s\ln(\nu t_A)=1.18\ \text{eV}. \tag{25}$$

At $E_d=0.60$ eV, with the prefactor and the other barriers held fixed, the completion probability is $6\times10^{-7}$. Formula (2) then no longer describes the fate of a typical adduct.

These figures let $A$ alone desorb. If $B$, which still carries all its ligands and lies 0.10 eV above $A$, desorbs over 1.30 eV with the same prefactor, its rate is $k_dk_{-1}/k_1$ and its exposure is $t_B=1/k_2$. The product $k_dk_{-1}/(k_1k_2)$ is nearly equal to $k_dt_A$. The loss then doubles to 0.95 %, and half are lost at $E_d=1.21$ eV.

## Comparison with a real process

A surface temperature of 473 K is ordinary for growing alumina from trimethylaluminium and water, and methane is the product of the precursor's reaction with hydroxyl groups. The binding energy of 1.40 eV is an assumed value for a strongly held adduct; an adduct held weakly by a hydroxyl group falls under the warning after (25) unless its reaction barriers are also much lower: at $E_d=0.60$ eV half the adducts complete only if $k_dt_A\le1$, which requires both $E_1$ and $E_1+E_2-E_{-1}$ to lie below about 0.32 eV. With desorption from $A$ alone, scaling all three barriers to about 0.35 of their values just reaches one half, while $E_1,E_{-1},E_2=0.25,0.60,0.60$ eV gives 0.73. If $B$ desorbs too, over $E_d-(E_1-E_{-1})$ with the same prefactor, these two sets give 0.31 and 0.62, and one half needs a scale factor of about 0.315. Real surfaces offer many kinds of site, and crowding changes the barriers as the layer fills. Raising $E_2$ alone by 0.10 eV lengthens the mean from 0.43 to 5.0 ms. An error of 0.10 eV in this barrier matters as much in either direction: lowering $E_2$ by 0.10 eV gives 0.040 ms.

Proton tunnelling shortens the mean. For a parabolic barrier whose top has angular frequency $\omega$, the transmission at energy $\epsilon$ relative to the top is $[1+e^{-2\pi\epsilon/\hbar\omega}]^{-1}$. Its thermal average, divided by the classical one, is

$$\kappa=\int_{-E_2/k_BT_s}^{\infty}\frac{e^{-x}\,dx}{1+e^{-2\pi xk_BT_s/\hbar\omega}},\qquad x=\frac{\epsilon}{k_BT_s}. \tag{26}$$

A rough imaginary wavenumber of 1200 cm⁻¹ gives $\kappa=1.89$. Multiplying $k_2$ by this factor shortens the last two terms of (2), and the mean falls to 230 µs. An Eckart barrier of the same height and curvature gives 1.86 and 233 µs. The wavenumber matters more: the parabolic factor is 1.5 at 1000 cm⁻¹ and 3.0 at 1500 cm⁻¹, where the Eckart barrier gives the lower value 2.7. The form of (2) survives; the rate put into it changes.

The clock in (2) also leaves out the arrival of the molecule. In a gas of pressure $p$ and molecular mass $m$, the number density is $p/k_BT_s$ and the mean speed towards the surface, averaged over all molecules with receding ones counted as zero, is $\sqrt{k_BT_s/2\pi m}$ (the gas is taken at the surface temperature), so the flux is $p/\sqrt{2\pi mk_BT_s}$. At 0.10 Torr, with a site area of 0.20 nm² and an assumed capture probability of 0.01 per hit, the mean wait for the monomer (72 u) is 2.6 ms. In this case supply takes longer than reaction, and the mean from opening the gas to completion is about 3.1 ms. The order depends on the assumed capture probability: at this pressure it reverses above about 0.06, and with capture on every hit the wait is only 26 µs. This total needs the strong binding: if $A$ desorbs and the site must capture again, it is 5.9 ms at $E_d=1.18$ eV and about 0.23 s at 1.00 eV. If $B$ desorbs as well and recapture leads to $A$, these become 8.6 ms and 0.61 s.

Finally, methane could undo the loss. This cannot alter $T$, which ends at the first arrival in $C$, but it could spoil the result afterwards. If every methane hit at 0.10 Torr succeeded with probability $e^{-E/k_BT_s}$ and $E=1.00$ eV, there would be about $2\times10^{-5}$ reversals per site in 10 s. For these inputs, treating the loss as irreversible is safe, but the reverse barrier is assumed: the count rises to $2\times10^{-3}$ at 0.80 eV and 0.3 at 0.60 eV. The full set of values is in the numerical output that follows.

## Calculated quantities

```
Temperature                              473 K
Thermal energy kB T                      0.04076 eV
Attempt rate kB T/h                      9.856e+12 1/s
Barriers: rearrange, return, loss        0.70 0.60 0.80 eV
k1                                       3.430e+05 1/s
k-1                                      3.988e+06 1/s
k2                                       2.950e+04 1/s
Term 1/k1                                2.92 us
Term 1/k2                                33.90 us
Term k-1/(k1 k2)                         394.22 us
Mean completion time, formula            431.04 us
Mean completion time, formula            0.4310 ms
Mean completion time, master equation    431.04 us
Mean number of returns k-1/k2            135.2
Mean total time in A                     397.14 us
Chance of return per visit to B          0.99266
Standard deviation of T                  430.81 us
Sites unfinished at the mean time        36.79 %
Time for 99 % of sites                   1984.2 us
Steady-state mean is too short by        7.87 %
Pre-equilibrium mean is too short by     0.68 %
Slope d ln(mean)/d(1/kB T)               0.9315 eV
Mean completion time at 423 K            6405.3 us
Mean completion time at 523 K            48.4 us
Random histories: k1, k-1, k2            (2.0, 3.0, 1.0) 1/s
Random histories: number                 200000
Random histories: mean, standard error   3.0059 0.0063 s
Random histories: formula                3.0000 s
Random histories: mean returns           3.0093
Desorption: binding energy               1.40 eV
Desorption: prefactor                    1.0e+16 1/s
Desorption: rate kd                      12.109 1/s
Desorption: adducts lost                 0.479 %
Desorption: mean of completing sites     428.98 us
Binding at which half are lost           1.182 eV
Weak binding: energy                     0.60 eV
Weak binding: completion probability     6.22e-07
Tunnelling: imaginary wavenumber         1200 1/cm
Tunnelling: factor on k2                 1.886
Tunnelling: mean completion time         230.0 us
Loss barrier raised by                   0.10 eV
Raised barrier: mean completion time     4981.0 us
Gas pressure, precursor or methane       0.10 Torr
Site area                                0.20 nm^2
Capture probability per precursor hit    0.01
Mean wait for precursor arrival          2628.3 us
Methane reversal: barrier                1.00 eV
Methane reversal: exposure               10 s
Methane reversal: expected events/site   1.79e-05
```
